# A failing check and its repair

Subject: Why reflectance anisotropy repeats every two monolayers on growing Si(001).

```python
"""
Result under test: in ideal layer-by-layer growth on single-domain Si(001)
the reflectance anisotropy S = 2 (r_x - r_y)/(r_x + r_y) reverses sign with
every added atomic plane, so its period is two monolayers (ML).
x = [110], y = [1-10]; one ML = one atomic plane, thickness a/4.
Theta = deposited amount in ML; theta = filled fraction of the growing plane.
Linear law inside a layer: S = A (1 - 2 theta), and for a thin surface sheet
A = -2 i k (delta_eps d)/(eps_bulk - 1), time factor exp(-i omega t).
Crystal sites are held as integers in units of a/4 along the cubic axes.
The dipole slabs are a static classical model that tests symmetry only.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

a_nm = const.physical_constants["lattice parameter of silicon"][0] * 1e9
layer_nm = a_nm / 4
surf_nm = a_nm / np.sqrt(2)            # side of the 1x1 surface cell
bond_nm = a_nm * np.sqrt(3) / 4


# ---------- crystal geometry ----------
def is_site(x, y, z):
    """Diamond lattice: fcc sites plus the same sites shifted by (1,1,1)."""
    parities = {x % 2, y % 2, z % 2}
    if len(parities) != 1:
        return False
    return (x + y + z) % 4 == (0 if x % 2 == 0 else 3)


def upward_bonds(site):
    x, y, z = site
    return [(i, j) for i in (-1, 1) for j in (-1, 1)
            if is_site(x + i, y + j, z + 1)]


def dimer_axis(level):
    """0 if broken bonds of a surface at this level lie along x, 1 if along y."""
    site = next((x, y, level) for x in range(4) for y in range(4)
                if is_site(x, y, level))
    bonds = upward_bonds(site)
    assert len(bonds) == 2
    i, j = bonds[0]
    assert bonds[1] == (-i, -j)

    def missing_atoms(p):
        return {(p[0] + u, p[1] + v) for u, v in upward_bonds(p)}
    along = (site[0] + 2 * i, site[1] + 2 * j, level)
    across = (site[0] - 2 * j, site[1] + 2 * i, level)
    assert is_site(*along) and is_site(*across)
    assert len(missing_atoms(site) & missing_atoms(along)) == 1
    assert len(missing_atoms(site) & missing_atoms(across)) == 0
    return 0 if i == j else 1


axes = [dimer_axis(n) for n in range(12)]
assert all(axes[n + 1] == 1 - axes[n] for n in range(11))

box = [(x, y, z) for x in range(-4, 5) for y in range(-4, 5)
       for z in range(-4, 5)]
assert all(is_site(*p) == is_site(-p[1] + 1, p[0] + 1, p[2] + 1) for p in box)
assert any(is_site(*p) != is_site(-p[1], p[0], p[2]) for p in box)

# ---------- coupled-dipole slabs, 2x2 surface cell ----------
alpha_nm3 = 1.5e-3                     # chosen atomic polarisability volume
cell_nm = 2 * surf_nm
cell_area = cell_nm ** 2
smooth_nm = 3.0                        # smooth radius of the direct sum
grid = np.arange(-11, 12) * cell_nm
shifts = np.array([(u, v, 0.0) for u in grid for v in grid])
tail_cache = {}


def far_tail(dz_nm):
    """In-plane field of the distant part of a uniform dipole sheet."""
    key = round(abs(dz_nm) / layer_nm)
    if key not in tail_cache:
        zeta = key * layer_nm / smooth_nm

        def integrand(u):
            return (-np.expm1(-u ** 4) * u * (u * u / 2 - zeta ** 2)
                    / (u * u + zeta ** 2) ** 2.5)
        value = quad(integrand, 0, 1)[0] + quad(integrand, 1, np.inf)[0]
        tail_cache[key] = 2 * np.pi * value / (smooth_nm * cell_area)
    return tail_cache[key]


largest_coupling = 0.0


def slab_anisotropy(layers, axis=None, half_top=False):
    """(delta_eps d) of a slab in nm; axis = dimer direction of top layer."""
    global largest_coupling
    positions = []
    for z in range(layers):
        for x in range(-4, 5):
            for y in range(0, 8):
                cols = (x + y, y - x)
                if not (is_site(x, y, z) and 0 <= cols[0] < 8
                        and 0 <= cols[1] < 8):
                    continue
                r = np.array([cols[0] * surf_nm / 4, cols[1] * surf_nm / 4,
                              z * layer_nm])
                if z == layers - 1 and axis is not None:
                    if half_top and cols[1 - axis] >= 4:
                        continue
                    move = (surf_nm - bond_nm) / 2
                    r[axis] += move if cols[axis] < 4 else -move
                positions.append(r)
    pos = np.array(positions)
    count = len(pos)
    assert count == 4 * layers - (2 if half_top else 0)
    coupling = np.zeros((count, 3, count, 3))
    for j in range(count):
        rel = (pos - pos[j])[:, None, :] + shifts[None, :, :]
        rho2 = rel[..., 0] ** 2 + rel[..., 1] ** 2
        r2 = rho2 + rel[..., 2] ** 2
        r2 = np.where(r2 < 1e-12, np.inf, r2)
        weight = np.exp(-(rho2 / smooth_nm ** 2) ** 2)
        w5 = weight * r2 ** -2.5
        tensor = 3 * np.matmul((rel * w5[..., None]).transpose(0, 2, 1), rel)
        tensor -= (weight * r2 ** -1.5).sum(1)[:, None, None] * np.eye(3)
        tails = np.array([far_tail(dz) for dz in pos[:, 2] - pos[j, 2]])
        tensor += tails[:, None, None] * np.diag([1.0, 1.0, -2.0])
        coupling[:, :, j, :] = tensor
    matrix = coupling.reshape(3 * count, 3 * count)
    assert np.allclose(matrix, matrix.T, atol=1e-8 * abs(matrix).max())
    largest_coupling = max(largest_coupling,
                           alpha_nm3 * np.linalg.eigvalsh(matrix)[-1])
    fields = np.tile(np.eye(3), (count, 1))
    dipoles = np.linalg.solve(np.eye(3 * count) / alpha_nm3 - matrix, fields)
    total = fields.T @ dipoles
    return 4 * np.pi * (total[0, 0] - total[1, 1]) / cell_area


bare_even = slab_anisotropy(12)
bare_odd = slab_anisotropy(11)
bottom = bare_even / 2                 # equal faces, related by inversion
assert abs(bare_odd) < 1e-6 * abs(bare_even)
top = {n: slab_anisotropy(n, axes[n - 1]) - bottom for n in (11, 12, 13)}
half = {n: slab_anisotropy(n, axes[n - 1], True) - bottom for n in (12, 13)}
unturned = slab_anisotropy(12, axes[10]) - bottom
assert largest_coupling < 1            # model is electrically stable
# tolerance: faces of a finite slab still influence each other slightly
assert abs(top[12] + top[11]) < 1e-2 * abs(top[11])
assert abs(top[13] - top[11]) < 1e-2 * abs(top[11])
assert abs(half[13] + half[12]) < 1e-2 * abs(top[11])
assert abs(unturned + top[11]) > 0.1 * abs(top[11])

# ---------- optics of the surface sheet ----------
photon_eV = 2.5
wavelength_nm = const.h * const.c / (photon_eV * const.e) * 1e9
k = 2 * np.pi / wavelength_nm
eps_bulk = 19 + 1j                     # rough value for hot silicon
eps_sheet = 15 + 5j                    # chosen mean of surface sheet
delta_eps = 1 + 3j                     # chosen anisotropy, x minus y
sheet_nm = 0.5


def film_reflection(eps_film, thickness):
    n1, n2 = np.sqrt(eps_film), np.sqrt(eps_bulk)
    r01, r12 = (1 - n1) / (1 + n1), (n1 - n2) / (n1 + n2)
    phase = np.exp(2j * k * n1 * thickness)
    return (r01 + r12 * phase) / (1 + r01 * r12 * phase)


def anisotropy(rx, ry):
    return 2 * (rx - ry) / (rx + ry)


def exact_amplitude(thickness):
    return anisotropy(film_reflection(eps_sheet + delta_eps / 2, thickness),
                      film_reflection(eps_sheet - delta_eps / 2, thickness))


def sheet_amplitude(thickness, eps=eps_bulk):
    return -2j * k * delta_eps * thickness / (eps - 1)


def sheet_error(thickness):
    return abs(sheet_amplitude(thickness) / exact_amplitude(thickness) - 1)


assert sheet_error(sheet_nm / 100) < 2e-3
assert abs(sheet_error(sheet_nm / 20) / sheet_error(sheet_nm / 10) - 0.5) < 0.05
A = exact_amplitude(sheet_nm)
A_sheet = sheet_amplitude(sheet_nm)

# ---------- site-by-site growth and coherent reflection ----------
rng = np.random.default_rng(7)
side, layers_grown, per_layer = 64, 8, 32
r_strong = film_reflection(eps_sheet + delta_eps / 2, sheet_nm)
r_weak = film_reflection(eps_sheet - delta_eps / 2, sheet_nm)


def surface_signal(heights):
    fractions = np.bincount(heights.ravel()) / heights.size
    rx = ry = 0
    for level, fraction in enumerate(fractions):
        amp = fraction * np.exp(-2j * k * layer_nm * level)
        pair = (r_strong, r_weak) if axes[level] == 0 else (r_weak, r_strong)
        rx, ry = rx + amp * pair[0], ry + amp * pair[1]
    return anisotropy(rx, ry)


heights = np.zeros(side * side, dtype=int)
signal, steps, triangle = [], [], []
chunk = side * side // per_layer
for layer in range(layers_grown):
    order = rng.permutation(side * side)
    for part in range(per_layer):
        h2 = heights.reshape(side, side)
        signal.append(surface_signal(h2))
        steps.append(np.mean(h2 != np.roll(h2, 1, 0)))
        triangle.append((-1) ** layer * (1 - 2 * part / per_layer))
        heights[order[part * chunk:(part + 1) * chunk]] += 1
signal, triangle = np.array(signal), np.array(triangle)
law_error = np.max(abs(signal / A - triangle))
assert law_error < 3e-3                # height phase between terraces
spectrum = 2 * abs(np.fft.rfft(signal.real / A.real)) / len(signal)
step_spectrum = abs(np.fft.rfft(steps))
ra_period = layers_grown / (1 + np.argmax(spectrum[1:]))
step_period = layers_grown / (1 + np.argmax(step_spectrum[1:]))
assert ra_period == 2 and step_period == 1
base = layers_grown // 2
harmonics = [spectrum[base * j] for j in (1, 2, 3)]
assert abs(harmonics[0] - 8 / np.pi ** 2) < 5e-3
assert harmonics[1] < 5e-3
assert abs(harmonics[2] - 8 / (9 * np.pi ** 2)) < 5e-3

# random deposition with no transport between layers
sites = 90000
random_signal = {}
for dose in (0.5, 1.0):
    hits = np.bincount(rng.integers(0, sites, int(dose * sites)),
                       minlength=sites)
    random_signal[dose] = np.mean(1 - 2 * (hits % 2))
    assert abs(random_signal[dose] - np.exp(-2 * dose)) < 5 / np.sqrt(sites)

# ---------- engineering example and neglected effects ----------
rate_ML_s = 0.1
temperature_K = 800.0
ra_seconds = ra_period / rate_ML_s
step_seconds = step_period / rate_ML_s
misread_rate = 1 / ra_seconds
rate_nm_min = rate_ML_s * layer_nm * 60
density_cm2 = 2 / (a_nm * 1e-7) ** 2
spread, dose_ML = 0.01, 20
width = spread * dose_ML
theta_spot = dose_ML + np.linspace(-width, width, 20001)
distance = abs((theta_spot + 1) % 2 - 1)
peak_left = np.mean(1 - 2 * distance)
assert abs(peak_left - (1 - width)) < 1e-3
island_nm, edge_nm = 20.0, 2 * surf_nm
miscut_deg = 0.2
terrace_nm = 2 * layer_nm / np.tan(np.radians(miscut_deg))
expansion = 4e-6 * (temperature_K - 300)
eps_shift = abs(sheet_amplitude(sheet_nm, eps_bulk + 2) / A_sheet) - 1

print(f"lattice parameter a = {a_nm:.4f} nm; one ML a/4 = {layer_nm:.4f} nm")
print(f"1x1 surface cell side = {surf_nm:.4f} nm; bond = {bond_nm:.4f} nm")
print(f"atoms per ML = {density_cm2:.3e} cm^-2")
print("dimer axis, levels 0-5:",
      ", ".join("[110]" if q == 0 else "[1-10]" for q in axes[:6]))
print("DIPOLE SLABS (static symmetry model), delta_eps*d in nm")
print(f"chosen atomic polarisability volume = {alpha_nm3:.4f} nm^3")
print(f"largest coupling eigenvalue (stable below 1) = {largest_coupling:.3f}")
print(f"undimerised slab, 11 layers: {bare_odd:.2e} nm")
print(f"undimerised slab, 12 layers: {bare_even:.5f} nm")
print(f"bottom face alone: {bottom:.5f} nm")
for n in (11, 12, 13):
    print(f"dimerised top face, {n} layers: {top[n]:.5f} nm")
for n in (12, 13):
    print(f"top face, layer {n} half filled: {half[n]:.5f} nm")
print(f"12 layers, dimers forced not to turn: {unturned:.5f} nm")
print("OPTICS")
print(f"photon energy = {photon_eV:.2f} eV; wavelength = {wavelength_nm:.1f} nm")
print(f"k = {k:.5f} nm^-1; sheet thickness = {sheet_nm:.2f} nm")
print(f"eps_bulk = {eps_bulk}; eps_sheet = {eps_sheet}; delta_eps = {delta_eps}")
print(f"A, thin-sheet formula = {A_sheet * 1e3:.3f} x 1e-3")
print(f"A, exact film = {A * 1e3:.3f} x 1e-3")
print(f"thin-sheet relative error = {100 * sheet_error(sheet_nm):.2f} %")
print("GROWTH RUN")
for part in (0, 8, 16, 24, 32, 48, 64):
    print(f"Theta = {part / per_layer:.2f} ML: "
          f"Re S = {signal[part].real * 1e3:+.3f} x 1e-3")
print(f"largest deviation from triangular law / |A| = {law_error:.2e}")
print(f"RA period = {ra_period:.1f} ML; step-density period = {step_period:.1f} ML")
print("harmonics 1, 2, 3 of the 2 ML period, relative to Re A:",
      ", ".join(f"{v:.4f}" for v in harmonics))
for dose, value in random_signal.items():
    print(f"random deposition, {dose:.1f} ML: S/A = {value:.3f}; "
          f"exp(-2 Theta) = {np.exp(-2 * dose):.3f}")
print("EXAMPLE AND NEGLECTED EFFECTS")
print(f"T = {temperature_K:.0f} K; rate = {rate_ML_s:.2f} ML/s "
      f"= {rate_nm_min:.3f} nm/min")
print(f"RA period = {ra_seconds:.1f} s; step-density period = {step_seconds:.1f} s")
print(f"rate if one RA period is misread as 1 ML = {misread_rate:.3f} ML/s")
print(f"height phase between adjacent levels 2k(a/4) = {2 * k * layer_nm:.2e} rad")
print(f"island spacing = {island_nm:.0f} nm; spacing/wavelength = "
      f"{island_nm / wavelength_nm:.3f}")
print(f"edge strip = {edge_nm:.3f} nm; two strips per spacing cover "
      f"{200 * edge_nm / island_nm:.1f} %")
print(f"miscut = {miscut_deg:.1f} deg; double-step spacing = {terrace_nm:.1f} nm; "
      f"edge share = {100 * edge_nm / terrace_nm:.2f} %")
print(f"rate spread +-{100 * spread:.0f} % at {dose_ML} ML: "
      f"peak left = {peak_left:.3f} of ideal")
print(f"thermal expansion from 300 K (rough 4e-6/K) = {100 * expansion:.2f} %")
print(f"change of |A| if eps_bulk is larger by 2 = {100 * eps_shift:.1f} %")
print("all tests passed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 140, in <module>
    top = {n: slab_anisotropy(n, axes[n - 1]) - bottom for n in (11, 12, 13)}
          ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 140, in <dictcomp>
    top = {n: slab_anisotropy(n, axes[n - 1]) - bottom for n in (11, 12, 13)}
                                 ~~~~^^^^^^^
IndexError: list index out of range
```

Diagnosis: The fault was in the program: the list of dimer directions covered only levels 0 to 11, while the top plane of the 13-layer slab is level 12. The list now covers levels 0 to 13, and the check that the direction turns on each plane runs over the whole list. The physics, the tested quantities and all tolerances are unchanged.

Diff:

```diff
@@ -54,6 +54,6 @@
 
 
-axes = [dimer_axis(n) for n in range(12)]
-assert all(axes[n + 1] == 1 - axes[n] for n in range(11))
+axes = [dimer_axis(n) for n in range(14)]   # covers every level used below
+assert all(axes[n + 1] == 1 - axes[n] for n in range(len(axes) - 1))
 
 box = [(x, y, z) for x in range(-4, 5) for y in range(-4, 5)
```

After the repair:

```
lattice parameter a = 0.5431 nm; one ML a/4 = 0.1358 nm
1x1 surface cell side = 0.3840 nm; bond = 0.2352 nm
atoms per ML = 6.781e+14 cm^-2
dimer axis, levels 0-5: [110], [1-10], [110], [1-10], [110], [1-10]
DIPOLE SLABS (static symmetry model), delta_eps*d in nm
chosen atomic polarisability volume = 0.0015 nm^3
largest coupling eigenvalue (stable below 1) = 0.688
undimerised slab, 11 layers: 0.00e+00 nm
undimerised slab, 12 layers: 0.16374 nm
bottom face alone: 0.08187 nm
dimerised top face, 11 layers: 0.02516 nm
dimerised top face, 12 layers: -0.02516 nm
dimerised top face, 13 layers: 0.02516 nm
top face, layer 12 half filled: -0.06962 nm
top face, layer 13 half filled: 0.06962 nm
12 layers, dimers forced not to turn: 0.14356 nm
OPTICS
photon energy = 2.50 eV; wavelength = 495.9 nm
k = 0.01267 nm^-1; sheet thickness = 0.50 nm
eps_bulk = (19+1j); eps_sheet = (15+5j); delta_eps = (1+3j)
A, thin-sheet formula = 2.066-0.819j x 1e-3
A, exact film = 2.051-0.776j x 1e-3
thin-sheet relative error = 2.06 %
GROWTH RUN
Theta = 0.00 ML: Re S = +2.051 x 1e-3
Theta = 0.25 ML: Re S = +1.027 x 1e-3
Theta = 0.50 ML: Re S = +0.001 x 1e-3
Theta = 0.75 ML: Re S = -1.025 x 1e-3
Theta = 1.00 ML: Re S = -2.051 x 1e-3
Theta = 1.50 ML: Re S = -0.001 x 1e-3
Theta = 2.00 ML: Re S = +2.051 x 1e-3
largest deviation from triangular law / |A| = 1.72e-03
RA period = 2.0 ML; step-density period = 1.0 ML
harmonics 1, 2, 3 of the 2 ML period, relative to Re A: 0.8112, 0.0000, 0.0907
random deposition, 0.5 ML: S/A = 0.370; exp(-2 Theta) = 0.368
random deposition, 1.0 ML: S/A = 0.134; exp(-2 Theta) = 0.135
EXAMPLE AND NEGLECTED EFFECTS
T = 800 K; rate = 0.10 ML/s = 0.815 nm/min
RA period = 20.0 s; step-density period = 10.0 s
rate if one RA period is misread as 1 ML = 0.050 ML/s
height phase between adjacent levels 2k(a/4) = 3.44e-03 rad
island spacing = 20 nm; spacing/wavelength = 0.040
edge strip = 0.768 nm; two strips per spacing cover 7.7 %
miscut = 0.2 deg; double-step spacing = 77.8 nm; edge share = 0.99 %
rate spread +-1 % at 20 ML: peak left = 0.800 of ideal
thermal expansion from 300 K (rough 4e-6/K) = 0.20 %
change of |A| if eps_bulk is larger by 2 = -10.0 %
all tests passed
```
